\section*{The one-loop Landau pole, with one fermion and with nine}

\section{Two very different scales}

If the electron is the only charged particle, the one-loop coupling of quantum electrodynamics diverges near $10^{280}$ electron masses. With the nine charged fermions of the Standard Model, the same calculation puts the divergence near $10^{38}$ electron masses. Eight additional particles, all heavier than the electron, have removed 242 powers of ten.

The explanation is that the logarithm of the pole is a large number divided by a sum over charged species. To find that number we need the rate at which vacuum polarization changes the coupling. It can be obtained from the energy levels of an electron in a magnetic field.

We use $\hbar=c=1$, field energy density $B^2/2$, and $e>0$ with $e^2=4\pi\alpha$. The measured long-distance coupling is $\alpha$, with $1/\alpha=137.036$, and $m$ is the electron mass. One loop means that the sea electrons respond to a prescribed field but do not exchange photons with one another.

\section{The levels of the sea}

Take a uniform field $B$ along $z$. For charge $q=-e$, let $\boldsymbol\pi=-i\nabla-q\mathbf A$. The Dirac Hamiltonian acts on two two-component spinors, which $\boldsymbol\sigma\cdot\boldsymbol\pi$ couples. If $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2$ has eigenvalue $\lambda^2$, the Hamiltonian reduces to
\begin{equation}
\begin{pmatrix}m&\lambda\\ \lambda&-m\end{pmatrix},
\qquad E=\pm\sqrt{m^2+\lambda^2}.
\end{equation}
Each such eigenstate therefore supplies one positive and one negative energy.

To find $\lambda^2$, use $[\pi_x,\pi_y]=iqB$:
\begin{equation}
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2
=\boldsymbol\pi^2+i\sigma_z[\pi_x,\pi_y]
=\boldsymbol\pi^2+eB\sigma_z .
\end{equation}
The transverse components have the commutator of an oscillator's position and momentum, with $eB$ in place of 1. Hence $\pi_x^2+\pi_y^2$ has eigenvalues $(2N+1)eB$, $N=0,1,\ldots$. Writing $p$ for the momentum along $z$,
\begin{equation}
\lambda^2=p^2+(2N+1)eB\pm eB=p^2+2neB .
\end{equation}
The lower sign gives $n=N$ and the upper sign $n=N+1$. So $n=0$ occurs for one spin state and every $n\ge1$ for two. The levels are $E_n=\sqrt{m^2+p^2+2neB}$.

In the gauge $A_y=Bx$, an orbit with wave number $k$ along $y$ is centred at $|x|=|k|/(eB)$. In a rectangle $L_x\times L_y$ the values of $k$ are spaced by $2\pi/L_y$ and cover a range $eBL_x$. Each level therefore holds $eB/(2\pi)$ states per unit area and spin state.

The filled sea has infinite energy, so we replace $E$ by $g(E)=E\,\chi(E/\Lambda)$. The smooth function $\chi$ equals 1 at zero and falls rapidly above the cutoff energy $\Lambda$. The sea energy density is
\begin{equation}
u_{\rm sea}=-\frac{eB}{2\pi}\int_{-\infty}^{\infty}\frac{dp}{2\pi}
\left[g(E_0)+2\sum_{n=1}^{\infty}g(E_n)\right].
\label{sea}
\end{equation}
The minus sign is there because the filled states have negative energy.

\section{From a sum to an integral}

Let $f(n)=g(E_n)$ at fixed $p$. Two integrations by parts on one interval give
\begin{equation}
\frac{f(n)+f(n+1)}2=\int_n^{n+1}\!f\,dn'
+\frac12\int_0^1 v(1-v)f''(n+v)\,dv .
\end{equation}
The average of $v(1-v)$ is $1/6$. Replacing it by this average and adding all intervals,
\begin{align}
\frac{f(0)}2+\sum_{n=1}^{\infty}f(n)
&\simeq\int_0^\infty f\,dn+\frac1{12}\int_0^\infty f''\,dn\nonumber\\
&=\int_0^\infty f\,dn-\frac{f'(0)}{12},
\label{em}
\end{align}
since the cutoff makes $f'$ vanish at infinity. The discarded part of $v(1-v)$ has zero mean, so a further integration by parts turns it into an integral over $f'''$. Each derivative with respect to $n$ brings a factor $eB$, so this remainder is of higher order in a weak field, $eB\ll m^2$.

The bracket in \eqref{sea} is twice the left side of \eqref{em}. Its integral term does not depend on $B$: with $w=2neB$,
\begin{equation}
eB\int_0^\infty g(E_n)\,dn
=\frac12\int_0^\infty g\!\left(\sqrt{m^2+p^2+w}\right)dw .
\end{equation}
This is the energy of the sea without a field, with $w$ playing the part of the squared transverse momentum.

The derivative term carries the effect we want. From $E_n^2=m^2+p^2+2neB$ follows $dE_n/dn=eB/E_n$, and so $f'(0)=eB\,g'(E)/E$ with $E=\sqrt{m^2+p^2}$. Therefore
\begin{align}
\Delta u&=-\frac{eB}{4\pi^2}\int_{-\infty}^{\infty}dp
\left(-\frac{2}{12}\right)\frac{eB\,g'(E)}E\nonumber\\
&=\frac{(eB)^2}{12\pi^2}\,\ell,
\qquad
\ell=\frac12\int_{-\infty}^{\infty}dp\,\frac{g'(E)}E .
\label{du}
\end{align}
The two minus signs have cancelled: when $\ell>0$, the sea resists the magnetic field by raising its energy. This is the case for a cutoff well above the mass. Near the cutoff $g'$ is negative, and for $\chi(y)=e^{-y^2}$ the integral $\ell$ turns negative when $\Lambda$ is below about $2.3m$, an artefact of the cutoff.

The size of the neglected terms can be seen from an example. For $\chi(y)=e^{-y^2}$ and $\Lambda=10m$, numerical integration gives $\ell=1.6718$. Adding the levels in \eqref{sea} explicitly, subtracting the field-free energy and dividing by $(eB)^2/(12\pi^2)$ gives $1.6714$ at $eB=0.1m^2$ and $1.6689$ at $eB=0.3m^2$. The deficit is small and shrinks as the field is weakened.

\section{The logarithm and its first correction}

Substitute $p=m\sinh t$. Then $E=m\cosh t$ and $dp=E\,dt$, so
\begin{equation}
\ell=\int_0^\infty g'(m\cosh t)\,dt .
\end{equation}
For $m\ll\Lambda$ the integrand is close to 1 until $m\cosh t$ approaches $\Lambda$, at $t\simeq\ln(2\Lambda/m)$. The integral is the length of this plateau, up to a constant. Energies well above $m$ and well below $\Lambda$ contribute equally per unit of logarithm; the two ends supply the constant.

To find the constant, choose $\chi(y)=e^{-y^k}$ with $k=2$ or 4. Then $g'=(1-ky^k)e^{-y^k}$ with $y=E/\Lambda$. Near the cutoff $\cosh t\simeq e^t/2$, hence $dt=dy/y$, and the lower limit is $\epsilon=m/(2\Lambda)$. With $w=y^k$ and $dy/y=dw/(kw)$,
\begin{align}
\ell&\simeq\frac1k\int_{\epsilon^k}^\infty\frac{e^{-w}}w\,dw
-\int_0^\infty e^{-w}\,dw\nonumber\\
&\simeq\frac1k\left(-\ln\epsilon^k-\gamma\right)-1
=\ln\frac{\Lambda}{m}-s,\label{ell}\\
s&=1+\frac{\gamma}{k}-\ln2 .\nonumber
\end{align}
The first integral was done by parts, using $\int_0^\infty e^{-w}\ln w\,dw=-\gamma$, where $\gamma$ is Euler's constant.

The logarithm has coefficient 1 for either cutoff. The first correction depends on the shape: $s=0.60$ for $k=2$ and $s=0.45$ for $k=4$. Further terms vanish as $m/\Lambda\to0$. At $\Lambda=10m$ they are still visible: \eqref{ell} with $k=2$ gives $2.3026-0.5955=1.7071$, about 2\% above the integral quoted earlier.

The constant can be absorbed by naming the scale differently. We define
\begin{equation}
\mu=\Lambda e^{-s},\qquad \ell=\ln\frac{\mu}{m}\quad(\mu\gg m).
\end{equation}

\section{The running coupling}

The sea feels charge and field only through the product $\mathcal B=eB$. In a theory with cutoff $\Lambda$, let the field without its sea have energy $\mathcal B^2/(2e_0^2)$. Adding \eqref{du} must give the energy measured in weak, slowly varying fields, $\mathcal B^2/(2e^2)$:
\begin{equation}
\frac{\mathcal B^2}{2e^2}
=\frac{\mathcal B^2}{2e_0^2}+\frac{\mathcal B^2}{12\pi^2}\,\ell
\quad\Longrightarrow\quad
\frac1{e^2}=\frac1{e_0^2}+\frac{\ell}{6\pi^2}.
\end{equation}
Multiply by $4\pi$ and write $\alpha(\mu)=e_0^2/(4\pi)$. Since $4\pi/(6\pi^2)=2/(3\pi)$,
\begin{equation}
\frac1{\alpha(\mu)}=\frac1\alpha-\frac{2}{3\pi}\ln\frac{\mu}{m}.
\label{run}
\end{equation}

The derivation used a magnetic field, but the result also governs the force between charges. Lorentz invariance at low energy combines the fields as $\mathbf E^2-\mathbf B^2$, with one common coefficient. A cutoff on energy respects neither Lorentz nor gauge invariance. Applied to the sea in a static potential $\phi$, the exponential cutoffs used here give a constant beside the logarithm that is larger by $1/2$, and a spurious term of order $e^2\Lambda^2\phi^2$ that must be discarded. The logarithm itself, which comes from energies well below $\Lambda$, keeps the same coefficient. The meaning of \eqref{run} is screening: the coupling seen from far away is weaker than the coupling at short distance.

\section{The pole with the electron alone}

The right side of \eqref{run} falls steadily and reaches zero at
\begin{equation}
\mu_e=m\exp\left(\frac{3\pi}{2\alpha}\right).
\label{pole}
\end{equation}
Here $\alpha$ stands in the denominator. Numerically,
\begin{align}
\frac{3\pi}{2\alpha}&=4.7124\times137.036=645.8,\nonumber\\
\log_{10}\frac{\mu_e}{m}&=\frac{645.8}{2.3026}=280.5 .
\end{align}
The unrounded exponent gives $\mu_e\simeq3\times10^{280}m$, or about $10^{277}$ GeV. The scale is enormous because the coupling is small and its inverse changes by only $2/(3\pi)=0.21$ for each factor $e=2.718$ in scale.

In terms of the cutoff, the pole is at $\Lambda=e^s\mu_e$. This raises it by a factor 1.8 for $k=2$ and 1.6 for $k=4$. For these two cutoffs the power of ten stays the same, while the number in front of it depends on the definition of the scale.

At the pole $1/e_0^2=0$: the whole measured field energy is supplied by the sea. For a higher cutoff, $1/e_0^2$ would have to be negative, and the field without its sea would have negative energy. At one loop, no positive bare coupling then reproduces the measured $\alpha$.

\section{Several charged fermions}

A fermion of charge $Q_fe$ feels $Q_f\mathcal B$ in place of $\mathcal B$, so its $\Delta u$ is multiplied by $Q_f^2$. Each of its $N_f$ colours has its own sea. The weight of a species is thus
\begin{equation}
c_f=N_fQ_f^2 .
\end{equation}
The three charged leptons give $3\times1=3$. The three quarks of charge $2/3$ give $3\times3\times4/9=4$, and the three of charge $-1/3$ give $3\times3\times1/9=1$. The sum is
\begin{equation}
S=\sum_fc_f=3+4+1=8 .
\end{equation}
Quarks supply five of the eight units. Colour lifts a quark of charge $2/3$ to weight $4/3$, above a lepton's 1, but a quark of charge $-1/3$ has weight only $1/3$. The average quark weight is $5/6$, slightly below a lepton's. Three quarks of this average weight would give $5/2$, and six quarks without colour $5/3$, both less than the leptons' 3.

If $m_f\gg\Lambda$, every level of the species lies above the cutoff and, for the exponential cutoffs used here, its contribution is exponentially small. If $m_f\ll\Lambda$, it contributes $c_f\ln(\mu/m_f)$. Above all the masses,
\begin{equation}
\frac1{\alpha(\mu)}=\frac1\alpha-\frac{2}{3\pi}
\sum_fc_f\ln\frac{\mu}{m_f}.
\label{many}
\end{equation}
To locate the pole, set the left side to zero, multiply by $3\pi/2$, and write $\ln(\mu/m_f)=\ln(\mu/m)-\ln(m_f/m)$:
\begin{align}
\frac{3\pi}{2\alpha}
&=S\ln\frac{\mu_{\rm all}}m-\sum_fc_f\ln\frac{m_f}m,\nonumber\\
\ln\frac{\mu_{\rm all}}m
&=\frac1S\,\frac{3\pi}{2\alpha}
+\frac1S\sum_fc_f\ln\frac{m_f}m .
\label{all}
\end{align}
For small $\alpha$ the first term is the leading one, and $S$ divides the exponent itself. The second is the first correction from the masses. It is positive because a heavy species does not screen until $\mu$ has passed its mass. For the electron alone, $S=1$ and the correction vanishes, which returns \eqref{pole}.

\section{Through the thresholds}

The lepton masses are known well enough for this purpose. For the heavier quarks we use rough thresholds of 1.3, 4.2 and 170 GeV for charm, bottom and top. Up, down and strange quarks are confined at long distance, so their bare masses do not mark where screening by quarks sets in. They receive a common effective threshold of 0.3 GeV, a rough model input.

Let each species join abruptly at its threshold. Between thresholds, $1/\alpha$ falls by $2/(3\pi)$ times the active weight times the logarithm of the scale ratio:
\begin{center}
\begin{tabular}{lccc}
joining & $\mu$ (GeV) & $1/\alpha$ & weight above\\
\hline
muon & 0.106 & 135.9 & 2\\
up, down, strange & 0.3 & 135.5 & 4\\
charm & 1.3 & 134.2 & 16/3\\
tau & 1.78 & 133.9 & 19/3\\
bottom & 4.2 & 132.7 & 20/3\\
top & 170 & 127.5 & 8
\end{tabular}
\end{center}
For example, the step from bottom to top is $0.2122\times6.667\times\ln(170/4.2)=5.2$, which takes $1/\alpha$ from 132.7 to 127.5. The abrupt rule is crude near a threshold, where it can err by an amount of order $2c_f/(3\pi)$. The pole is not affected by this, since \eqref{many} applies far above every mass.

From the top threshold the remaining distance is
\begin{equation}
\ln\frac{\mu_{\rm all}}{170\ {\rm GeV}}
=\frac{3\pi}{2\times8}\times127.5=75.1,
\end{equation}
which is 32.6 decades. Adding $\log_{10}170=2.2$ gives $\mu_{\rm all}\simeq10^{34.8}$ GeV.

Equation \eqref{all} gives the same pole in electron masses and shows where its size comes from:
\begin{equation}
\log_{10}\frac{\mu_{\rm all}}m=\frac{280.45}8+3.07=35.06+3.07=38.1 .
\end{equation}
Division by 8 removes 245 decades, and the heavier masses return three of them. The net drop is 242 decades. With the three charged leptons alone, $S=3$ and the pole is at $10^{95.4}m$. Most of the fall in decades has then already happened, because going from $S=1$ to $S=3$ removes two thirds of the original exponent.

The uncertain light-quark threshold matters little. The combined weight of up, down and strange is $4/3+1/3+1/3=2$, so multiplying their threshold by $r$ multiplies the pole by $r^{2/8}=r^{1/4}$. Moving the threshold from 0.1 to 1 GeV moves $\log_{10}(\mu_{\rm all}/m)$ from 38.0 to 38.3. The measured screening by quarks at the $Z$ mass, which includes gluon effects, is somewhat larger than the model gives with 0.3 GeV and would call for a threshold near 0.08 GeV; the result is then still 38.0. The entries of the table are therefore model values, not measured couplings.

The choice of cutoff does not affect the comparison either. For a common cutoff shape, each logarithm in \eqref{many} contains the same $s$. Both poles are then multiplied by the same $e^s$ when expressed through $\Lambda$, and their ratio is unchanged.

\section{How far the estimate can be trusted}

Differentiating \eqref{many} with respect to $\ln\mu$ gives $-\alpha^{-2}d\alpha/d\ln\mu=-2S/(3\pi)$, or
\begin{equation}
\frac{d\alpha}{d\ln\mu}=\frac{2S}{3\pi}\alpha^2 .
\label{flow}
\end{equation}
Measured back from a pole $\mu_*$, the solution is $1/\alpha(\mu)=(2S/3\pi)\ln(\mu_*/\mu)$. The coupling reaches 1 at
\begin{equation}
\frac{\mu_*}{\mu_{\alpha=1}}=\exp\left(\frac{3\pi}{2S}\right).
\end{equation}
This ratio is 111 for the electron alone and 1.8 for all fermions. Over that last stretch the expansion in $\alpha$ has no small parameter, and the one-loop divergence cannot establish what the full theory does there. Most of the logarithmic distance, however, is covered while the coupling is weak.

Higher loops also act before that stretch. Suppose they multiply the right side of \eqref{flow} by $1+a\alpha$, with a constant $a$ not calculated here. Put $b=2S/(3\pi)$. For small $a\alpha$,
\begin{equation}
d\ln\mu=\frac{d\alpha}{b\alpha^2(1+a\alpha)}
\simeq\frac{d\alpha}{b\alpha^2}-\frac ab\,\frac{d\alpha}\alpha .
\end{equation}
Integrating the last term up to a coupling of order 1 shifts the logarithm of the scale where that coupling is reached by about $-(a/b)\ln(1/\alpha)$. Any further shift of the pole itself comes from larger couplings, where the expansion cannot be relied on. The known two-loop photon correction, quoted here without derivation, has $a/b=9\sum_fN_fQ_f^4/(8S^2)$. For the electron alone this is $9/8$, and the shift is about $-5.5$ in the natural logarithm, between two and three decades. That is small beside 280 decades but larger than the factor $e^s$, and it changes the power of ten itself. For the nine fermions $\sum_fN_fQ_f^4=44/9$ and $a/b\simeq0.09$, so the shift is only about 0.2 decades, comparable with the factor $e^s$.

The physical content is limited as well. The sum over fermions leaves out the charged $W$ boson, the mixing of electromagnetism with the weak force, and gluon corrections to the quark loops. The value $10^{34.8}$ GeV is therefore the one-loop pole of electrodynamics with these nine fermions, not a prediction of the full Standard Model. It also lies almost 16 decades above the Planck energy, $1.2\times10^{19}$ GeV, where neglecting gravity is no longer justified. What the estimate does establish is the sensitivity: the sum of squared charges over all species and colours divides the large exponent, while the masses of the heavier species add only about three of the 38 decades.
